# Double-barrier resonance: Breit-Wigner transmission from reflections and from decay, part 2

An electron of energy $E$ and mass $m$ (the same everywhere) meets two rectangular barriers, $j=L,R$, with a well between them. Motion is one-dimensional and coherent, without interactions. Energies, in meV, are counted from the flat well floor; $E$ lies below the barrier tops. The well has width $w$, wave number $k$ and electron speed $v=\hbar k/m$.

A single barrier has height $V$, thickness $d$ and decay constant $\kappa=\sqrt{2m(V-E)}/\hbar$, with wave number $k_1$ on the side of incidence and $k_2$ beyond. With $c=\cosh\kappa d$ and $s=\sinh\kappa d$, its transmission amplitude is $2\sqrt{k_1k_2}/D$, and

$$
D=(k_1+k_2)\,c+i\left(\kappa-\frac{k_1k_2}{\kappa}\right)s ,
$$

$$
r=\frac{(k_1-k_2)\,c-i\left(\kappa+k_1k_2/\kappa\right)s}{D}.
$$

Barrier $j$ has transmission amplitude $t_j$, $T_j=|t_j|^2$, and inside reflection amplitude $r_j$; $a=|r_L|=\sqrt{1-T_L}$, $b=|r_R|=\sqrt{1-T_R}$. The round-trip phase is $\theta=2kw+\arg r_L+\arg r_R$, with slope $\theta'=d\theta/dE$ at the resonance $E_n$. The first derivation summed paths with $N$ round trips:

$$
t=t_Lt_Re^{ikw}\sum_{N=0}^{\infty}\left(r_Lr_Re^{2ikw}\right)^N
=\frac{t_Lt_Re^{ikw}}{1-r_Lr_Re^{2ikw}} .
$$

At resonance, stopping after $N$ trips leaves the fraction $1-(ab)^{N+1}$ of the final amplitude. Transmission is one only at resonance with matched barriers, $T_L=T_R$. For opaque barriers,

$$
T\approx\frac{\Gamma_L\Gamma_R}{(E-E_n)^2+(\Gamma/2)^2},\qquad \Gamma_j=\frac{T_j}{\theta'},\qquad \Gamma=\Gamma_L+\Gamma_R .
$$

The true peak is lower by the fraction $(T_L-T_R)^2/[2(T_L+T_R)]$, to leading order.

The second derivation follows the level's amplitude $A(t)$, where $|A|^2$ is the stored probability. Waves $s_j^+$ arrive from lead $j$ and $s_j^-$ leave into it; $|s_j^\pm|^2$ is probability per unit time:

$$
\frac{dA}{dt}=-\left(\frac{iE_n}{\hbar}+\frac{\gamma}{2}\right)A+\sum_j q_js_j^+,\qquad
s_j^-=c_js_j^++d_jA .
$$

Conservation of probability gave

$$
\gamma=\sum_j|d_j|^2,\qquad |c_j|=1,\qquad q_j=-d_j^*c_j ,
$$

with $|d_j|^2=|q_j|^2=\Gamma_j/\hbar$ and $\gamma=\Gamma/\hbar$.

The worked case has $m=0.07$ electron masses, 300 meV barriers, left barrier, well and right barrier of 4, 5 and 5 nm, and leads at the well floor. There $E_n=87.10$ meV, $T_L=0.02195$, $T_R=0.00632$, $\theta'=0.03765$ per meV, $\Gamma_L=0.583$ meV, $\Gamma_R=0.168$ meV; the Breit-Wigner peak is 0.694. "Full" values solve the wave equation in all five regions together.

### Steady transmission and reflection

Let a steady wave of energy $E$ arrive from the left, so that $s_L^+$ and $A$ vary as $e^{-iEt/\hbar}$ and $s_R^+=0$. Then $dA/dt=-iEA/\hbar$, and collecting the terms in $A$ gives

$$
\left[\frac{\Gamma}{2}-i(E-E_n)\right]A=\hbar q_Ls_L^+ .
$$

The transmitted amplitude is $s_R^-=d_RA$. Therefore

$$
T=\frac{|d_R|^2|A|^2}{|s_L^+|^2}
=\frac{\hbar^2|d_R|^2|q_L|^2}{(E-E_n)^2+(\Gamma/2)^2}
=\frac{\Gamma_L\Gamma_R}{(E-E_n)^2+(\Gamma/2)^2} ,
$$

since $\hbar^2(\Gamma_R/\hbar)(\Gamma_L/\hbar)=\Gamma_L\Gamma_R$. This is the earlier result, with the peak $4\Gamma_L\Gamma_R/\Gamma^2$.

The reflected wave shows why matching matters. It is the sum of the promptly reflected wave and the wave leaking back from the level. With $d_Lq_L=-|d_L|^2c_L=-\Gamma_Lc_L/\hbar$,

$$
\frac{s_L^-}{s_L^+}=c_L\left[1-\frac{\Gamma_L}{\Gamma/2-i(E-E_n)}\right]
=c_L\,\frac{(\Gamma_R-\Gamma_L)/2-i(E-E_n)}{\Gamma/2-i(E-E_n)} .
$$

At resonance the two parts have opposite signs. They cancel when $\Gamma_L=\Gamma_R$. If $\Gamma_L<\Gamma_R$, the leaked wave is too weak to cancel the prompt one; if $\Gamma_L>\Gamma_R$, it is too strong. In both cases the reflection probability at resonance is $(\Gamma_L-\Gamma_R)^2/\Gamma^2$, which is $1-4\Gamma_L\Gamma_R/\Gamma^2$. When one width is much smaller than the other, the peak tends to four times the smaller width divided by the larger.

### The widths from the stored probability

The equations for $A$ leave $\Gamma_L$ and $\Gamma_R$ open. They can be found as escaping current divided by stored probability, without the phase $\theta$. For thick barriers, $\kappa_jd_j\gg1$ with $d_j$ here the barrier thickness, the wave inside is nearly that of a bound state, with tails that decay into the barriers. This is a stronger condition than $T_j\ll1$. A 1 nm barrier beside a 50 nm well, with the mass and height of the worked case, has $T_j=0.036$ but $\kappa_jd_j=0.74$, and its contribution to $\theta'$ is then 1.5 times the value found below. Let the well occupy $0<x<w$ and write

$$
\psi=2C\cos(kx-\alpha)\ \ (0<x<w),
$$

with tails $\psi(0)e^{\kappa_Lx}$ on the left and $\psi(w)e^{-\kappa_R(x-w)}$ on the right. Continuity of $\psi'/\psi$ requires $k\tan\alpha=\kappa_L$ at $x=0$ and $k\tan\beta=\kappa_R$ at $x=w$, where $\beta=kw-\alpha$. The probability in the well is

$$
4C^2\int_0^w\cos^2(kx-\alpha)\,dx=2C^2\left[w+\frac{\sin2\alpha+\sin2\beta}{2k}\right].
$$

Since $\sin2\alpha=2\tan\alpha/(1+\tan^2\alpha)=2k\kappa_L/(k^2+\kappa_L^2)$, the left edge contributes $2C^2\kappa_L/(k^2+\kappa_L^2)$ to this expression. The left tail adds

$$
\frac{4C^2\cos^2\alpha}{2\kappa_L}=2C^2\,\frac{k^2}{\kappa_L(k^2+\kappa_L^2)} .
$$

The two together are $2C^2/\kappa_L$. The right side works in the same way, so the total stored probability is

$$
2C^2\ell,\qquad \ell=w+\frac{1}{\kappa_L}+\frac{1}{\kappa_R} .
$$

The standing wave consists of two running waves of amplitude $C$, each carrying the current $vC^2$ towards one barrier. Barrier $j$ lets through the fraction $T_j$. The escape rate is $T_jvC^2/(2C^2\ell)$, and

$$
\Gamma_j=\frac{\hbar v}{2\ell}\,T_j .
$$

This must agree with $T_j/\theta'$. For a very thick barrier $\cosh\kappa d$ and $\sinh\kappa d$ become equal, and the inside reflection amplitude reduces to $r=(k-i\kappa)/(k+i\kappa)$, because the factor $\kappa-ik_2$ common to numerator and denominator cancels. Its phase is $-2\arctan(\kappa/k)$. With $dk/dE=m/(\hbar^2k)$ and $d\kappa/dE=-m/(\hbar^2\kappa)$,

$$
\frac{d}{dE}\arctan\frac{\kappa}{k}
=\frac{k\,d\kappa/dE-\kappa\,dk/dE}{k^2+\kappa^2}
=-\frac{m}{\hbar^2}\,\frac{k/\kappa+\kappa/k}{k^2+\kappa^2}
=-\frac{m}{\hbar^2k\kappa}=-\frac{1}{\hbar v\kappa} .
$$

Each reflection therefore adds $2/(\hbar v\kappa_j)$ to $\theta'$, while the path in the well adds $2w\,dk/dE=2w/(\hbar v)$. The sum is $\theta'=2\ell/(\hbar v)$, as required. What appears as a delay on reflection in the first derivation appears in the second as the extra stored probability $2C^2/\kappa_j$ at each barrier. The fraction $k^2/(k^2+\kappa_j^2)$ of it lies in the tail; the rest lies inside the well, in the terms with $\sin2\alpha$ and $\sin2\beta$.

In the worked case $\kappa=0.6254$ per nm for both barriers, so $\ell=5+2/0.6254=8.20$ nm. Using $w$ in place of $\ell$ would make both widths too large by the factor $8.20/5=1.64$. The round-trip time is $\hbar\theta'=24.8$ fs, and the lifetime of the level is $\hbar/\Gamma=0.88$ ps to leading order (the complex-energy solution below gives 0.87 ps).

### The decaying level seen directly

With no arriving wave, $A$ varies as $e^{-iE_nt/\hbar-\Gamma t/2\hbar}$, which corresponds to the complex energy $E_n-i\Gamma/2$. The wave equation for the whole device can be solved at complex energy with outgoing waves alone. For the worked case the solution has real part 87.100 meV, and minus twice its imaginary part is 0.758 meV, against $E_n=87.103$ meV and $\Gamma=0.751$ meV. The outgoing currents to left and right are in the ratio 3.50, while $\Gamma_L/\Gamma_R=3.47$. Both widths thus describe escape to their own sides, to about one percent here.

The build-up of the transmitted wave connects the two pictures. If the arriving wave is switched on at $t=0$ at the resonance energy, the equation for $A$ gives a stored amplitude proportional to $1-e^{-\Gamma t/2\hbar}$. In the path sum the corresponding factor is $1-(ab)^{N+1}$, with

$$
(ab)^{N+1}\approx e^{-(N+1)(T_L+T_R)/2}=e^{-\Gamma t/2\hbar},\qquad t=(N+1)\hbar\theta' ,
$$

because $T_L+T_R=\Gamma\theta'$. Counting each trip as lasting $\hbar\theta'$ turns one into the other.

### Matching is not equality of shape

Two barriers 4 nm thick and 300 meV high, with leads at equal level, are matched by symmetry, and the full solution gives $T=1$ at resonance. Now lower the right barrier to 220 meV and the right lead to $-100$ meV, keeping both thicknesses. This is a stepwise substitute for an applied voltage, not a calculation of the true potential. A linear drop of 100 mV across the same device would also lower the well, and it gives a peak of 0.61 at 36 meV above the left lead. At the new resonance $T_L=0.0198$ and $T_R=0.0656$, and the Breit-Wigner peak is

$$
\frac{4(0.0198)(0.0656)}{(0.0854)^2}=0.71 ,
$$

while the full solution gives 0.704. Thickening the right barrier to 5.21 nm makes both transmissions 0.0198 at the resonance energy, and the full transmission there returns to one. The device is then unequal in thickness, height and lead level, yet matched.

### What each derivation assumes

Both derivations assume one-dimensional coherent motion without interactions. Beyond this they differ.

The path sum needs a region between the barriers where running waves can be followed, and the scattering amplitudes of each barrier. It does not need opaque barriers or a single level. Its closed form contains all resonances below the barrier tops, and opacity enters when that form is expanded. The size of the neglected terms can therefore be calculated, as was done for the peak and the width.

The level equations assume from the outset what the expansion produces: one level, no memory and no direct path. In return they use neither a flat well floor nor rectangular barriers. Conservation of probability fixes the line shape, and the widths are supplied separately. The equations cannot give their own error. They do extend easily to loss. If the electron can also leave the level by a third route with width $\Gamma_i$, the condition on $\gamma$ gains a term, and the peak becomes $4\Gamma_L\Gamma_R/(\Gamma_L+\Gamma_R+\Gamma_i)^2$. It is then below one even for $\Gamma_L=\Gamma_R$. This counts the electrons that never take the third route; those that do are not followed further.

Coherence is essential to both. If the round-trip phase is averaged over all values, the cross terms between paths with different numbers of trips vanish, and the path probabilities add:

$$
\overline{T}=T_LT_R\sum_{N=0}^{\infty}(a^2b^2)^N=\frac{T_LT_R}{1-(1-T_L)(1-T_R)} .
$$

With the transmissions of the worked case this is 0.0049, about 140 times smaller than the peak. The height of the peak is an effect of interference, but its area is not. The Breit-Wigner line has area $2\pi\Gamma_L\Gamma_R/\Gamma$. To leading order $\overline{T}\approx T_LT_R/(T_L+T_R)$, and multiplying this by the energy interval $2\pi/\theta'$ that corresponds to one full turn of the phase gives the same value, 0.82 meV in the worked case. Averaging spreads the transmission over energy without removing it, so a current summed over an energy range much wider than the line does not measure the peak height.

The Breit-Wigner form fails when the $T_j$ are not small, when $\Gamma$ is comparable with the distance to the next resonance, and far out in the wings. There the energy dependence of the transmissions shows. At $3\Gamma$ below resonance the full solution of the worked case gives 0.0172, and at $3\Gamma$ above it gives 0.0210, while the symmetric formula gives 0.0188 on both sides. For a thick barrier, $\kappa d\gg1$ (small $T_j$ alone is not enough), between equal wave numbers, $|D|^2$ reduces to $e^{2\kappa d}(k^2+\kappa^2)^2/(4\kappa^2)$, so that

$$
T_j\approx\frac{16k^2\kappa^2e^{-2\kappa d_j}}{(k^2+\kappa^2)^2},\qquad
\frac{d\ln T_j}{dE}\approx\frac1E+\frac{\kappa d_j-1}{V-E} ,
$$

where $k^2+\kappa^2$ does not depend on energy. At $E_n$ this is 0.0185 per meV for the left barrier and 0.0215 per meV for the right one. Over $3\Gamma=2.25$ meV the product $T_LT_R$ changes by about $0.040\times2.25=9\%$. This accounts for most of the asymmetry, which is 10% of the Breit-Wigner value to either side of the mean of the two wings.

The numerical check compares the formulas with the full solution for these devices.

## Computed values

```
effective mass = 0.07 electron masses
left barrier height = 300 meV
main device: left, well, right = 4.0, 5.0, 5.0 nm
hbar^2/2m = 544.283 meV nm^2
resonance energy E_n = 87.1033 meV
well wave number k = 0.40004 1/nm
barrier decay constant kappa = 0.62542 1/nm
T_L = 0.021946, T_R = 0.006322 (no unit)
phase slope dtheta/dE = 0.037649 1/meV
opaque-limit phase slope = 0.037650 1/meV
phase slope without penetration = 0.022964 1/meV
effective width w + 2/kappa = 8.1978 nm
round-trip time = 24.781 fs
Gamma_L = 0.58292 meV, Gamma_R = 0.16791 meV
Gamma = 0.75083 meV; measured full width = 0.75795 meV
lifetime hbar/Gamma = 0.8766 ps
peak, Breit-Wigner = 0.694485 (no unit)
peak, full solution = 0.691453 (no unit)
peak position minus E_n = 0.000119 meV
pole: real part 87.1002 meV, -2 x imaginary part 0.75779 meV
outgoing flux left/right = 3.4993; Gamma_L/Gamma_R = 3.4716
main: relative peak deficit 4.366e-03, predicted 4.318e-03
main: largest line-shape error within 3 Gamma = 5.648e-03 (no unit)
thick 6/5/7 nm: relative peak deficit 3.604e-04, predicted 3.600e-04
thick 6/5/7 nm: largest line-shape error within 3 Gamma = 5.437e-04 (no unit)
T at E_n -3.0 Gamma: full 0.01724, Breit-Wigner 0.01877
T at E_n -1.0 Gamma: full 0.13660, Breit-Wigner 0.13890
T at E_n -0.5 Gamma: full 0.34593, Breit-Wigner 0.34724
T at E_n +0.0 Gamma: full 0.69145, Breit-Wigner 0.69449
T at E_n +0.5 Gamma: full 0.35197, Breit-Wigner 0.34724
T at E_n +1.0 Gamma: full 0.14420, Breit-Wigner 0.13890
T at E_n +3.0 Gamma: full 0.02099, Breit-Wigner 0.01877
|path sum|^2 at E_n, up to 0 round trips = 0.000139
|path sum|^2 at E_n, up to 1 round trips = 0.000547
|path sum|^2 at E_n, up to 10 round trips = 0.014585
|path sum|^2 at E_n, up to 50 round trips = 0.184763
|path sum|^2 at E_n, up to 100 round trips = 0.402842
|path sum|^2 at E_n, up to 200 round trips = 0.615083
|path sum|^2 at E_n, up to 400 round trips = 0.686929
phase-averaged T = 0.004932; probability sum = 0.004932
lowered right side: barrier 220 meV, lead -100 meV
right thickness that restores matching = 5.2097 nm
equal barriers: E_n = 87.0069 meV, T_L = 0.021908, T_R = 0.021908
equal barriers: T(E_n) full 1.000000, Breit-Wigner peak 1.000000
lowered right side: E_n = 81.6974 meV, T_L = 0.019842, T_R = 0.065560
lowered right side: T(E_n) full 0.704389, Breit-Wigner peak 0.713423
rematched: E_n = 81.6132 meV, T_L = 0.019810, T_R = 0.019810
rematched: T(E_n) full 1.000000, Breit-Wigner peak 1.000000
```
